# Quadrature Images, Zero-Frequency Spikes and the CYCLOPS Cycle

## Problem

An NMR receiver splits the coil voltage into two channels, mixes them with two reference waves a quarter period apart, and stores the results as the real and imaginary parts of a complex signal. In a real receiver the two gains differ, the references are not quite 90 degrees apart, and each channel has a constant offset.

(a) Find what these errors do to the spectrum of a single line.

(b) The CYCLOPS cycle adds four scans in which the pulse phase and the receiver phase both advance in steps of 90 degrees. Show that it removes the artefacts found in (a), and say how the receiver phase must be applied.

(c) Evaluate the artefacts for a line of initial amplitude $A=1$ V at offset frequency $f=400$ Hz with decay time $T_2=0.5$ s. The imaginary channel has 5 % too much gain and a phase error of 3.0 degrees. The offsets are 10 mV (real) and −5 mV (imaginary). The record has 8000 complex points spaced by 0.5 ms.

## A tempting solution to part (b)

The errors belong to the receiver hardware and do not know about the pulse. Call their total contribution $e(t)$. In scan $k=0,1,2,3$, advance the pulse phase by $k\pi/2$ and advance the phase of the reference wave by the same angle. The signal $s$ keeps its phase relative to the reference, so it adds up. The error stays behind, so relative to the advanced reference it turns backwards by $k\pi/2$. The average is

$$\frac14\sum_{k=0}^{3}\left[s+(-i)^k e\right]=s+\frac{e}{4}(1-i-1+i)=s .$$

Both artefacts seem to be gone, and the details of the errors seem not to matter.

## Where it fails

The factor $(-i)^k$ was attached to $e$ without asking where in the receiver the phase shift acts. The reference enters at the mixer. The offsets are added after the mixer, so shifting the reference cannot turn them.

The gain and phase errors escape as well. If pulse and reference advance together, the mixer delivers the same signal to the same imperfect channels in every scan. Four identical records are averaged, and the average equals a single scan with all its artefacts.

There is a second fault. The image is not a fixed error $e(t)$: it is made from the signal and changes when the pulse phase changes. To see how, the receiver must be modelled.

## Part (a): the imperfect receiver

**Mixing.** Let $s(t)=a(t)e^{i\theta(t)}$ be the ideal complex signal in the frame of the reference, with $a$ and $\theta$ slow compared with the reference frequency $\omega_r$. Positive frequency means counterclockwise rotation of $M_x+iM_y$. Up to a constant scale and phase, the coil voltage is

$$v(t)=\mathrm{Re}\left[s\,e^{i\omega_r t}\right]=a\cos(\omega_r t+\theta).$$

Let the reference have an adjustable phase $\psi$. The real channel multiplies $v$ by $2\cos(\omega_r t+\psi)$:

$$2a\cos(\omega_r t+\theta)\cos(\omega_r t+\psi)=a\cos(\theta-\psi)+a\cos(2\omega_r t+\theta+\psi).$$

A low-pass filter removes the second term. The imaginary channel has relative gain $\rho=1+g$ and phase error $\delta$, so it multiplies $v$ by $-2\rho\sin(\omega_r t+\psi-\delta)$. With $2\sin X\cos Y=\sin(X+Y)+\sin(X-Y)$, the slow part is

$$-\rho a\sin(\psi-\delta-\theta)=\rho a\sin(\theta-\psi+\delta).$$

Adding the offsets gives

$$I=a\cos(\theta-\psi)+d_I,\qquad Q=\rho a\sin(\theta-\psi+\delta)+d_Q .$$

Only the difference $\theta-\psi$ appears. This confirms the first fault: advancing $\theta$ and $\psi$ together changes nothing in $I$ or $Q$. From here on the reference stays fixed at $\psi=0$.

**Signal and conjugate.** Since $a\cos\theta=\tfrac12(s+s^*)$ and $i\,a\sin(\theta+\delta)=\tfrac12(se^{i\delta}-s^*e^{-i\delta})$, the record $r=I+iQ$ is

$$r=\tfrac12(s+s^*)+\tfrac{\rho}{2}\left(se^{i\delta}-s^*e^{-i\delta}\right)+d_I+id_Q .$$

Collecting the terms in $s$ and $s^*$,

$$r=\alpha s+\beta s^*+d,$$

$$\alpha=\frac{1+\rho e^{i\delta}}{2},\qquad \beta=\frac{1-\rho e^{-i\delta}}{2},\qquad d=d_I+id_Q .$$

For a perfect receiver $\rho=1$ and $\delta=0$, so $\alpha=1$ and $\beta=0$.

**The image.** With $S(\nu)=\int s\,e^{-i2\pi\nu t}dt$, the transform of the conjugate signal is

$$\int s^*e^{-i2\pi\nu t}dt=\left[\int s\,e^{+i2\pi\nu t}dt\right]^*=S^*(-\nu).$$

A line at $+f$ therefore acquires a partner at $-f$. Physically, a single channel cannot distinguish the two senses of rotation. The false sense cancels between two matched channels, and any mismatch leaves part of it behind.

The relative amplitude of the image follows from $|1\pm\rho e^{\pm i\delta}|^2=1+\rho^2\pm2\rho\cos\delta$:

$$\left|\frac{\beta}{\alpha}\right|=\sqrt{\frac{1+\rho^2-2\rho\cos\delta}{1+\rho^2+2\rho\cos\delta}} .$$

The numerator under the root equals $(\rho-1)^2+2\rho(1-\cos\delta)=g^2+4\rho\sin^2(\delta/2)$. For small errors this is close to $g^2+\delta^2$, with $\delta$ in radians, while the denominator is close to 4. To leading order,

$$\left|\frac{\beta}{\alpha}\right|\approx\tfrac12\sqrt{g^2+\delta^2}.$$

The two errors add as perpendicular components because $\beta\approx\tfrac12(-g+i\delta)$. One cannot compensate the other. The full formula also gives the separate cases: $|g|/(2+g)$ for $\delta=0$, and $\tan(|\delta|/2)$ for $g=0$.

**The spike.** Take $N$ points with dwell time $\Delta t$, total time $T=N\Delta t$, and the discrete spectrum $\Delta t\sum_n r_n e^{-i2\pi\nu n\Delta t}$ at the frequencies $\nu=m/T$. The offset contributes

$$d\,\Delta t\sum_{n=0}^{N-1}e^{-i2\pi mn/N}=\begin{cases}dT,&m=0\\0,&m=1,\dots,N-1.\end{cases}$$

Without zero filling and without a window function, it is a spike confined to one point, at zero frequency. Zero filling adds points between these frequencies, and there the offset does contribute.

For comparison, the line $s=Ae^{i2\pi ft-t/T_2}$ contributes $A\alpha L(\nu-f)$. The geometric sum gives

$$L(x)=\Delta t\,\frac{1-q^N}{1-q},\qquad q=e^{-\Delta t/T_2-i2\pi x\Delta t}.$$

If $f$ falls on a spectral point, the line height is $A|\alpha|L(0)$. For $\Delta t\ll T_2\ll T$, $q^N$ is negligible and $1-q\approx\Delta t/T_2$ at $x=0$, so $L(0)\approx T_2$. Then

$$\frac{\text{spike}}{\text{line}}\approx\frac{|d|\,T}{A|\alpha|\,T_2}.$$

The line stops growing once the signal has decayed, whereas the spike grows for as long as data are taken. A small offset can thus give a prominent spike in a long record. This holds for an unwindowed record. A window spreads the spike over many points and caps its height: with the matched window $e^{-t/T_2}$ the ratio becomes about $2|d|/(A|\alpha|)$, independent of $T$.

## Part (b): the cycle with the phase in the right place

**Effect of the pulse phase.** Let every scan start with magnetization $M_0$ along $z$ and no transverse remainder. A 90 degree pulse about the axis $\mathbf n=(\cos\varphi,\sin\varphi,0)$ turns it into

$$M_0\,\mathbf n\times\hat{\mathbf z}=M_0(\sin\varphi,-\cos\varphi,0),$$

$$M_x+iM_y=M_0(\sin\varphi-i\cos\varphi)=-iM_0e^{i\varphi}.$$

The constant $-i$ is absorbed into $s$. The later precession and decay do not depend on $\varphi$, so $\varphi=k\pi/2$ changes $s$ into $i^ks$ and $s^*$ into $(-i)^ks^*$. With the reference fixed, scan $k$ records

$$r_k=\alpha\,i^k s+\beta\,(-i)^k s^*+d .$$

**Receiver phase after digitization.** The stored record must now be multiplied by $(-i)^k$, after all the errors have entered. For right-angle steps this needs no arithmetic beyond exchanging and negating the channels. For example, $-i(I+iQ)=Q-iI$.

| $k$ | Pulse phase | Real memory | Imaginary memory |
|---|---|---|---|
| 0 | 0° | $I$ | $Q$ |
| 1 | 90° | $Q$ | $-I$ |
| 2 | 180° | $-I$ | $-Q$ |
| 3 | 270° | $-Q$ | $I$ |

Because $i^k(-i)^k=1$ and $(-i)^{2k}=(-1)^k$,

$$(-i)^k r_k=\alpha s+(-1)^k\beta s^*+(-i)^k d .$$

The image alternates in sign and the offset makes one full turn:

$$\sum_{k=0}^3(-1)^k=1-1+1-1=0,\qquad \sum_{k=0}^3(-i)^k=1-i-1+i=0 .$$

The average of the four scans is $\alpha s$. The remaining factor $\alpha$ is a common scale and phase, which ordinary phase correction and scaling can absorb. If the mismatch depends on frequency, as with unequal channel filters, the image still cancels, but $\alpha$ then varies across the spectrum.

The table shows the physical reason. Each memory receives two contributions from each hardware channel, so both memories see the same average gain and phase. Each channel also enters each memory once with a plus and once with a minus sign, which removes its offset.

**Why four scans.** Suppose phase step $k$ is used $n_k$ times with equal weight. The offset cancels if $n_0=n_2$ and $n_1=n_3$. The image cancels if $n_0+n_2=n_1+n_3$. Together these make all four numbers equal, so the shortest cycle of right-angle steps has four scans. The pair 0°, 180° removes the offset but leaves the whole image. The pair 0°, 90° removes the image but leaves $|1-i||d|/2=|d|/\sqrt2$ of the offset.

## Part (c): numbers

With $\rho=1.05$ and $\delta=0.05236$ rad,

$$\alpha=1.02428+0.02748\,i,\qquad \beta=-0.02428+0.02748\,i,$$

$$\left|\frac{\beta}{\alpha}\right|=\frac{0.03667}{1.02465}=0.0358 .$$

The image has 3.6 % of the line's amplitude, or −28.9 dB. The small-error formula gives $\tfrac12\sqrt{0.050^2+0.05236^2}=0.0362$, about 1 % above the full result. The gain error alone would give 0.0244 and the phase error alone 0.0262, so here they matter almost equally.

The acquisition time is $T=8000\times0.0005\ \text{s}=4$ s, and $L(0)=0.50008$ s, close to $T_2$. The magnitudes of the three separate contributions in one scan are

- line: $1\ \text{V}\times1.02465\times0.50008\ \text{s}=512.4$ mV s;
- image: $1\ \text{V}\times0.03667\times0.50008\ \text{s}=18.3$ mV s;
- spike: $11.18\ \text{mV}\times4\ \text{s}=44.7$ mV s.

The points at −400 Hz and at zero frequency also hold a small contribution from the line itself, so the one-scan spectrum reads 18.2 and 44.8 mV s there. The spike reaches $44.7/512.4=8.7$ % of the line, although the offset is only 1.1 % of the initial signal amplitude. The factor $T/T_2=8$ makes the difference.

After routing, the image contributions alternate between $-12.1+13.7i$ and $+12.1-13.7i$ mV s. The spike contributions are $40-20i$, $-20-40i$, $-40+20i$ and $20+40i$ mV s. Both sets sum to zero.

The averaged spectrum is still not zero at those two points. It holds 0.269 mV s at −400 Hz and 0.436 mV s at zero frequency. These values agree with $A|\alpha||L(-2f)|$ and $A|\alpha||L(-f)|$, the contribution of the true line at those points, so they are not leftover artefacts. Far from the line $L(x)\approx\tfrac{\Delta t}{2}-\tfrac{i\Delta t}{2}\cot(\pi x\Delta t)$. The constant term is a flat baseline of $A|\alpha|\Delta t/2=0.256$ mV s from the full weight of the first point. Halving that point lowers the two values to 0.083 and 0.352 mV s.

With the analogue reference shift of the tempting solution, the image coefficient stays at 0.03667 and the offset at 11.18 mV, as in a single scan. The numerical output below lists these values together with those for the incomplete cycles.

## When the cancellation is incomplete

The proof assumed exact 90 degree steps of the pulse phase, the same starting magnetization in every scan, a receiver that does not change during the cycle, and an offset that does not depend on the pulse phase. A zero-frequency term that follows the pulse phase, such as carrier leakage entering before the mixer, behaves like signal and survives the cycle. Two of these conditions are examined here.

**Pulse phase error.** Let each pulse step be $\pi/2+\eta$. After routing, the image in scan $k$ carries the factor $(-1)^ke^{-ik\eta}$. Its average is a geometric sum:

$$\left|\frac14\sum_{k=0}^3(-e^{-i\eta})^k\right|=\left|\frac{1-e^{-4i\eta}}{4(1+e^{-i\eta})}\right|=\frac{|\sin2\eta|}{4\cos(\eta/2)}\approx\frac{|\eta|}{2}.$$

For $\eta=1$ degree, 0.87 % of the original image survives, which is about 0.03 % of the line. The offset still cancels, because it does not depend on the pulse phase.

**Drifting offset.** If the offset is $d+kd_1$ in scan $k$, the constant part cancels and the drift leaves

$$\frac{d_1}{4}\sum_{k=0}^3k(-i)^k=\frac{d_1}{4}(-i-2+3i)=\frac{d_1}{2}(-1+i),$$

with magnitude $|d_1|/\sqrt2$. A drift of 1 mV per scan leaves 0.71 mV, compared with 11.18 mV before the cycle. In this order of steps the spike is reduced to about 6 % of its single-scan height, but not removed. The order 0°, 180°, 90°, 270° leaves half as much, and running the four steps forward and then backward cancels a linear drift.

## Computed results

```
signal amplitude A: 1.00 V
offset frequency f: 400 Hz
decay time T2: 0.50 s
gain error g: 0.050
phase error delta: 0.05236 rad
phase error delta, converted: 3.0 degrees
offset d_I: 10.0 mV
offset d_Q: -5.0 mV
offset magnitude |d|: 11.180 mV
number of complex points N: 8000
dwell time: 0.0005 s
acquisition time T: 4.00 s
alpha: +1.02428 +0.02748i
beta: -0.02428 +0.02748i
|alpha|: 1.02465
|beta|: 0.03667
image/line, exact formula: 0.03579
image/line, from spectrum: 0.03579
image/line, converted: -28.9 dB
image/line, small-error formula: 0.03620
image/line, gain error only: 0.02439
image/line, phase error only: 0.02619
lineshape sum L(0): 0.50008 s
line height: 512.41 mV s
image height: 18.34 mV s
spike height |d|T: 44.72 mV s
spike/line: 0.08728
spike/line, estimate with T2: 0.08729
routed image part, step 0: -12.1 +13.7i mV s
routed image part, step 1: +12.1 -13.7i mV s
routed image part, step 2: -12.1 +13.7i mV s
routed image part, step 3: +12.1 -13.7i mV s
routed zero-bin part, step 0: +40.0 -20.0i mV s
routed zero-bin part, step 1: -20.0 -40.0i mV s
routed zero-bin part, step 2: -40.0 +20.0i mV s
routed zero-bin part, step 3: +20.0 +40.0i mV s
after cycle, image bin (line tail): 0.269 mV s
predicted line tail at image bin: 0.269 mV s
after cycle, zero bin (line tail): 0.436 mV s
predicted line tail at zero bin: 0.436 mV s
pair 0,180: image coefficient left: 0.03667
pair 0,90: offset left: 7.906 mV
right-angle cycles removing both: [(0, 1, 2, 3)]
analogue shift: image coefficient left: 0.03667
analogue shift: offset left: 11.180 mV
pulse step error eta: 1.0 degrees
fraction of image left by eta: 0.00873
offset drift per scan: 1.00 mV
offset left by drift: 0.707 mV
```
